# Why a bound electron permits one-photon positron annihilation, and why as Z⁵: test program

```python
"""Single-photon annihilation of a positron with a K-shell electron.

Result under test (atomic units, c = 1/alpha, cross section per K electron):
 sigma = 2 pi Z^5 c^-8 B / (eta (gamma+1)^2),
 B = gamma^2 + 2 gamma/3 + 4/3 - (gamma+2) ln(gamma+eta)/eta.
gamma: positron total energy / c^2; eta: positron momentum / c;
Z: nuclear charge; theta: angle between photon and positron;
l = photon momentum minus positron momentum; the nucleus receives -l.
The result is leading Born order: Z/c << 1 and Z/(positron speed) << 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize

c = 1 / const.fine_structure
rest_ev = const.m_e * const.c**2 / const.e
proton_ev = const.m_p * const.c**2 / const.e
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
binding_ev = rest_ev / (2 * c**2)

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha_matrices = [np.kron(pauli[0], s) for s in pauli]
beta_matrix = np.kron(pauli[2], np.eye(2))
identity = np.eye(4)


def alpha_dot(vector):
    return sum(x * a for x, a in zip(vector, alpha_matrices))


def free_hamiltonian(momentum):
    return c * alpha_dot(momentum) + c**2 * beta_matrix


def gamma_eta(kinetic_ev):
    gamma = 1 + kinetic_ev / rest_ev
    return gamma, np.sqrt(gamma**2 - 1)


def transfer(gamma, eta, mu):
    """Momentum transfer l for infinite nuclear mass, from the vectors."""
    photon = (gamma + 1) * np.array([np.sqrt(1 - mu**2), 0, mu])
    return c * np.linalg.norm(photon - np.array([0, 0, eta]))


def matrix_average(gamma, eta, mu, both_legs=True):
    """Spin average and polarization sum from explicit Dirac matrices."""
    sine = np.sqrt(1 - mu**2)
    p = np.array([0, 0, c * eta])
    k = c * (gamma + 1) * np.array([sine, 0, mu])
    negative_states = np.linalg.eigh(free_hamiltonian(-p))[1][:, :2]
    electron_states = identity[:, :2]
    green_electron = np.linalg.inv(c**2 * identity - free_hamiltonian(k - p))
    green_positron = np.linalg.inv(-gamma * c**2 * identity
                                   - free_hamiltonian(-k))
    total = 0.0
    for polarization in ([mu, 0, -sine], [0, 1, 0]):
        vertex = alpha_dot(polarization)
        operator = vertex @ green_electron
        if both_legs:
            operator = operator + green_positron @ vertex
        amplitude = negative_states.conj().T @ operator @ electron_states
        total += np.sum(abs(amplitude)**2)
    return total / 4


def formula_average(gamma, eta, mu):
    d = gamma - eta * mu
    top = eta**2 * (1 - mu**2) * ((gamma + 1) * (gamma + 2) * d / 2 - 1)
    return top / (2 * c**4 * gamma * (gamma + 1)**2 * d**2)


nodes, weights = np.polynomial.legendre.leggauss(100)


def sigma_matrix(kinetic_ev, charge, both_legs=True):
    """Golden-rule cross section in bohr^2 by angular quadrature."""
    gamma, eta = gamma_eta(kinetic_ev)
    speed = c * eta / gamma
    omega = (gamma + 1) * c**2
    integral = 0.0
    for mu, weight in zip(nodes, weights):
        potential = 4 * np.pi * charge / transfer(gamma, eta, mu)**2
        integral += (weight * potential**2 * charge**3 / np.pi
                     * matrix_average(gamma, eta, mu, both_legs))
    return omega / (c * speed) * integral


def sigma_formula(kinetic_ev, charge):
    gamma, eta = gamma_eta(kinetic_ev)
    b = (gamma**2 + 2 * gamma / 3 + 4 / 3
         - (gamma + 2) * np.log(gamma + eta) / eta)
    return 2 * np.pi * charge**5 * b / (c**8 * eta * (gamma + 1)**2)


def dirac_1s_transform(charge, l):
    """Upper and lower Fourier amplitudes of the exact Dirac 1s state.

    The radial integration path is turned onto the imaginary axis, where
    the oscillating factor exp(i l r) becomes a decaying exponential.
    """
    s = np.sqrt(1 - (charge / c)**2)
    ratio = (charge / c) / (1 + s)
    norm = mp.sqrt((2 * charge)**(2 * s + 1)
                   / (4 * mp.pi * (1 + ratio**2) * mp.gamma(2 * s + 1)))

    def radial(power):
        integral = mp.quad(lambda u: u**power
                           * mp.exp(-u - 1j * charge * u / l),
                           [0, 1, 5, 20, 60])
        return mp.exp(1j * mp.pi * (power + 1) / 2) * integral / l**(power + 1)

    first, second = radial(s), radial(s - 1)
    upper = 4 * mp.pi * norm * first.imag / l
    lower = 4 * mp.pi * norm * ratio * (second.imag / l**2 - first.real / l)
    return float(upper), float(lower)


# Free pair: minimize the invariant energy squared, in units of c^4.
def invariant(positron, electron):
    energy = np.sqrt(1 + positron @ positron) + np.sqrt(1 + electron @ electron)
    momentum = positron + electron
    return energy**2 - momentum @ momentum


rng = np.random.default_rng(4)
minima = []
for _ in range(8):
    electron = rng.normal(size=3)
    found = minimize(invariant, rng.normal(size=3), args=(electron,))
    minima.append(found.fun)
assert np.allclose(minima, 4, atol=1e-6)
samples = rng.normal(scale=3, size=(2000, 2, 3))
assert min(invariant(a, b) for a, b in samples) > 4 - 1e-9

# Exact energy balance with a moving nucleus.
kinetic = 500000.0
gamma, eta = gamma_eta(kinetic)
available = kinetic + 2 * rest_ev - binding_ev


def recoil_solution(mass_ev, mu):
    cp = eta * rest_ev

    def recoil_square(photon):
        return cp**2 + photon**2 - 2 * cp * photon * mu

    def recoil_energy(photon):
        q2 = recoil_square(photon)
        return q2 / (np.sqrt(mass_ev**2 + q2) + mass_ev)

    photon = brentq(lambda w: w + recoil_energy(w) - available,
                    0, 1.1 * available, xtol=1e-7)
    return photon, np.sqrt(recoil_square(photon)), recoil_energy(photon)


recoils = {}
for angle in (0, 90, 180):
    mu = np.cos(np.radians(angle))
    recoils[angle] = recoil_solution(proton_ev, mu)
    static = rest_ev * np.sqrt(2 * (gamma + 1) * (gamma - eta * mu))
    assert abs(recoils[angle][1] / static - 1) < 0.005
heavy = recoil_solution(1000 * proton_ev, 0.0)
assert abs(heavy[1] / recoils[90][1] - 1) < 0.005
assert abs(1000 * heavy[2] / recoils[90][2] - 1) < 0.01

# Electron leg: exact Dirac 1s state against one Coulomb transfer.
l_side = transfer(gamma, eta, 0.0)


def tail_ratios(charge):
    upper, lower = dirac_1s_transform(charge, l_side)
    contact = np.sqrt(charge**3 / np.pi)
    return (upper / (8 * np.pi * charge * contact / l_side**4),
            lower / (4 * np.pi * charge * contact / (c * l_side**3)))


ratio_upper, ratio_lower = tail_ratios(1.0)
half_upper, half_lower = tail_ratios(0.5)
assert abs(ratio_upper - 1) < 0.03 and abs(ratio_lower - 1) < 0.03
assert 0.4 < (half_upper - 1) / (ratio_upper - 1) < 0.6


def tail_exponent(charge):
    low = np.sum(np.square(dirac_1s_transform(charge, l_side)))
    high = np.sum(np.square(dirac_1s_transform(2 * charge, l_side)))
    return np.log2(high / low)


exponent_light, exponent_heavier = tail_exponent(1.0), tail_exponent(10.0)
assert abs(exponent_light - 5) < 0.05

# Both legs: explicit matrices against the reduced angular formula.
for energy in (100000.0, 500000.0, 2000000.0):
    g, h = gamma_eta(energy)
    for mu in (-0.8, -0.1, 0.4, 0.9):
        assert np.isclose(matrix_average(g, h, mu),
                          formula_average(g, h, mu), rtol=1e-8, atol=0)
    assert np.isclose(sigma_matrix(energy, 1), sigma_formula(energy, 1),
                      rtol=1e-7, atol=0)
forward_both = c**4 * matrix_average(gamma, eta, 1.0)
forward_electron = c**4 * matrix_average(gamma, eta, 1.0, False)
assert forward_both < 1e-10 and forward_electron > 0.1

sigma = sigma_matrix(kinetic, 1)
electron_only = sigma_matrix(kinetic, 1, False) / sigma
print(f"speed of light c: {c:.6f} atomic units")
print(f"electron rest energy: {rest_ev:.1f} eV")
print(f"proton rest energy: {proton_ev:.0f} eV")
print(f"hydrogen binding energy used: {binding_ev:.4f} eV")
print(f"minimum free-pair invariant energy: "
      f"{np.sqrt(min(minima)) * rest_ev:.1f} eV")
print(f"positron kinetic energy: {kinetic:.0f} eV")
print(f"gamma: {gamma:.6f}; eta: {eta:.6f}; v/c: {eta / gamma:.6f}")
print(f"Born parameter Z/v for Z=1: {gamma / (eta * c):.6f}")
print(f"free pair, electron at rest, total energy: "
      f"{(gamma + 1) * rest_ev:.1f} eV")
print(f"free pair, c times total momentum: {eta * rest_ev:.1f} eV")
print(f"free-pair mismatch: {(gamma + 1 - eta) * rest_ev:.1f} eV")
for angle, (photon, momentum, energy) in recoils.items():
    print(f"photon angle {angle} deg: photon energy {photon:.1f} eV")
    print(f"  c times recoil momentum: {momentum:.1f} eV")
    print(f"  proton recoil energy: {energy:.2f} eV")
print(f"90 deg, 1000 proton masses: c times recoil momentum "
      f"{heavy[1]:.1f} eV")
print(f"90 deg, 1000 proton masses: recoil energy {heavy[2]:.4f} eV")
print(f"distance scale 1/l at 90 deg: {bohr_angstrom / l_side:.6f} angstrom")
print(f"Bohr radius: {bohr_angstrom:.6f} angstrom")
print(f"Dirac 1s tail / one-transfer formula, upper, Z=1: {ratio_upper:.5f}")
print(f"Dirac 1s tail / one-transfer formula, lower, Z=1: {ratio_lower:.5f}")
print(f"power of Z in Dirac 1s tail density, Z=1 to 2: {exponent_light:.4f}")
print(f"power of Z in Dirac 1s tail density, Z=10 to 20: "
      f"{exponent_heavier:.4f}")
print(f"forward squared bracket times c^4, electron leg only: "
      f"{forward_electron:.5f}")
print(f"forward squared bracket times c^4, both legs: {forward_both:.1e}")
print(f"cross section, electron leg only / both legs: {electron_only:.4f}")
for energy in (100000.0, 500000.0, 2000000.0):
    value = sigma_matrix(energy, 1)
    print(f"H Born cross section at {energy:.0f} eV: "
          f"{value * bohr_angstrom**2:.5e} angstrom^2")
print(f"H Born cross section at {kinetic:.0f} eV: {sigma:.5e} bohr^2")
print("all good")
```

Printed output:

```
speed of light c: 137.035999 atomic units
electron rest energy: 510999.0 eV
proton rest energy: 938272089 eV
hydrogen binding energy used: 13.6057 eV
minimum free-pair invariant energy: 1021997.9 eV
positron kinetic energy: 500000 eV
gamma: 1.978476; eta: 1.707151; v/c: 0.862862
Born parameter Z/v for Z=1: 0.008457
free pair, electron at rest, total energy: 1521997.9 eV
free pair, c times total momentum: 872352.5 eV
free-pair mismatch: 649645.4 eV
photon angle 0 deg: photon energy 1521759.6 eV
  c times recoil momentum: 649407.0 eV
  proton recoil energy: 224.74 eV
photon angle 90 deg: photon energy 1520347.0 eV
  c times recoil momentum: 1752841.7 eV
  proton recoil energy: 1637.29 eV
photon angle 180 deg: photon energy 1518937.1 eV
  c times recoil momentum: 2391289.6 eV
  proton recoil energy: 3047.23 eV
90 deg, 1000 proton masses: c times recoil momentum 1754260.6 eV
90 deg, 1000 proton masses: recoil energy 1.6399 eV
distance scale 1/l at 90 deg: 0.001125 angstrom
Bohr radius: 0.529177 angstrom
Dirac 1s tail / one-transfer formula, upper, Z=1: 1.00997
Dirac 1s tail / one-transfer formula, lower, Z=1: 1.00017
power of Z in Dirac 1s tail density, Z=1 to 2: 5.0084
power of Z in Dirac 1s tail density, Z=10 to 20: 5.1370
forward squared bracket times c^4, electron leg only: 0.46572
forward squared bracket times c^4, both legs: 2.4e-33
cross section, electron leg only / both legs: 1.3010
H Born cross section at 100000 eV: 2.49751e-18 angstrom^2
H Born cross section at 500000 eV: 3.29469e-18 angstrom^2
H Born cross section at 2000000 eV: 2.14304e-18 angstrom^2
H Born cross section at 500000 eV: 1.17656e-17 bohr^2
all good
```
